# Why a step-edge barrier evens terraces in growth and bunches steps in sublimation

## What symmetry and dimensions fix

Consider a vicinal surface, a train of parallel straight steps separated by terraces. Suppose that each step moves at a velocity set only by its two adjacent terraces. A small width disturbance $\delta l_n\propto e^{iqn+\omega t}$, where $n$ counts terraces, then obeys a linear law coupling $\delta l_n$ to $\delta l_{n\pm1}$. Its rate has the form $\omega=A+Ce^{iq}+Ee^{-iq}$ with real coefficients. If all terraces widen equally, all steps still move at one common velocity and no width changes, so $A+C+E=0$. Therefore

$$\mathrm{Re}\,\omega=-(1-\cos q)\,B,\qquad B=C+E .$$

Positive $B$ equalizes the widths; negative $B$ bunches the steps.

Two symmetries restrict $B$. First, adatom diffusion is linear and driven by the net rate $r$, in layers per time: positive in growth, negative in sublimation. Hence $B$ is proportional to $r$. Secondly, reflecting a terrace exchanges its two edges. This will make $B$ change sign when the edges exchange their kinetic properties, so $B$ vanishes for identical edges. With each edge described by a kinetic length, $d_a$ or $d_d$, and desorption by a length $x_s$, dimensional analysis gives

$$B=r\,\Phi\!\left(\frac{d_a}{l},\frac{d_d}{l},\frac{x_s}{l}\right),\qquad \Phi\ \text{odd under}\ d_a\leftrightarrow d_d .$$

A barrier at one edge thus has opposite effects in growth and sublimation. The terrace problem must still decide which process is stable, and how strongly.

## Edges and kinetic lengths

Let the surface descend towards $+x$. Terrace $n$ lies between step $n$ at $x_n$ and step $n+1$, with $l_n=x_{n+1}-x_n$. An adatom on it meets an ascending edge at step $n$, the rear step, and a descending edge at step $n+1$, the front step. Growth moves steps towards $+x$.

The Ehrlich–Schwoebel barrier $E$ is the extra energy for crossing a descending edge. Let $a$ be the hop length, $h$ the terrace hop rate and $D=ha^2$ the diffusivity. The crossing rate is $hp$, with $p=e^{-E/kT}$. Detailed balance puts the same factor $p$ into the reverse process, emission from the step onto its upper terrace. If $c_N$ is the adatom density at the last site before the edge, the net flux into the step is

$$j=hap\,(c_N-c_{eq})=\frac{Dp}{a}(c_N-c_{eq}).$$

Here $c_{eq}$ is the density in equilibrium with the step. Extrapolating the terrace profile over one hop length gives $c(l)=c_N-ja/D$, and so

$$c(l)-c_{eq}=\frac{j}{D}\,a\left(\frac1p-1\right)\equiv\frac{j\,d_d}{D},\qquad d_d=a\left(e^{E/kT}-1\right).$$

For an unhindered ascending edge $p=1$ and $d_a=0$. I keep $d_a$ general, since slow attachment at both edges is a useful comparison.

## One terrace, both processes

Assume that adatoms adjust quickly compared with step motion, and that their coverage is so low that the adatoms swept up or left behind by a moving step can be neglected. With deposition flux $F$ and desorption time $\tau$, the excess density $u=c-c_{eq}$ obeys

$$Du''-\frac{u}{\tau}+S=0,\qquad S=F-\frac{c_{eq}}{\tau}.$$

The edge conditions are $u(0)=d_au'(0)$ and $u(l)=-d_du'(l)$. Incident flux enters only through $S$: sublimation is the growth problem with a negative source and unchanged kinetic lengths.

Set $x_s=\sqrt{D\tau}$, $\lambda=l/x_s$, $\alpha=d_a/x_s$ and $\beta=d_d/x_s$. The general solution is

$$u=S\tau+P\cosh(x/x_s)+Q\sinh(x/x_s).$$

The condition at $x=0$ gives $P=\alpha Q-S\tau$. The other condition reads

$$S\tau+P\cosh\lambda+Q\sinh\lambda=-\beta(P\sinh\lambda+Q\cosh\lambda).$$

Inserting $P$ and collecting $Q$ gives

$$QN=S\tau(\cosh\lambda-1+\beta\sinh\lambda),$$
$$N=(1+\alpha\beta)\sinh\lambda+(\alpha+\beta)\cosh\lambda .$$

The flux into the ascending edge is $Du'(0)=DQ/x_s$. Let $\Omega$ be the area by which one atom advances a step, so that $r=\Omega S$. Since $D\tau/x_s=x_s$, the contribution to the velocity of the rear step is

$$f_a(l)=r x_s\,\frac{\cosh\lambda-1+\beta\sinh\lambda}{N}.$$

Reflection gives the contribution $f_d$ to the front step by replacing $\beta$ with $\alpha$ in the numerator. For $l$, $d_a$ and $d_d$ all much smaller than $x_s$,

$$f_a=\frac{r l(l/2+d_d)}{L},\qquad f_d=\frac{r l(l/2+d_a)}{L},\qquad L=l+d_a+d_d .$$

The two add to $rl$, the whole yield of the terrace. A barrier at the descending edge shifts the larger share to the ascending edge. In growth the rear step receives more atoms. In sublimation it supplies more atoms, because emission past the barrier is hindered too.

## Why the wide terrace shrinks or widens

Step $n$ exchanges atoms with the terrace in front and the terrace behind:

$$v_n=f_a(l_n)+f_d(l_{n-1}).$$

Since $\dot l_n=v_{n+1}-v_n$,

$$\dot l_n=f_a(l_{n+1})-f_a(l_n)+f_d(l_n)-f_d(l_{n-1}).$$

Widen one terrace and hold its neighbours fixed. Its own contribution to $\dot l_n$ is $-(f_a-f_d)$, and the change of this difference with width decides its fate. Take a barrier at the descending edge and $l\ll x_s$. In growth, more than half of the extra atoms go to the rear step, which gains on the front step: the terrace narrows. In sublimation, more than half of the extra loss is drawn from the rear step, which retreats faster than the front step follows: the terrace widens. The total width is fixed, so terraces elsewhere must narrow, and the steps there gather.

For a periodic disturbance the width law gives

$$\omega=f_a'(e^{iq}-1)+f_d'(1-e^{-iq}),$$

with derivatives taken at the mean width. The real part is $-(1-\cos q)(f_a'-f_d')$, so $B=f_a'-f_d'$. Subtracting the two fluxes,

$$f_a-f_d=\frac{r x_s(\beta-\alpha)}{1+\alpha\beta+(\alpha+\beta)\coth\lambda}.$$

Because $d(\coth\lambda)/dl=-1/(x_s\sinh^2\lambda)$, differentiation yields

$$B=\frac{r(\beta^2-\alpha^2)}{N^2}.$$

Within this model the sign of $B$ is therefore that of $r(d_d-d_a)$ at any terrace width. Three limits show its size.

- For narrow terraces, with all lengths well below $x_s$, $B=r(d_d^2-d_a^2)/L^2$. A weak barrier with $d_a=0$ gives $B\approx r(d_d/l)^2$, which is second order in $d_d/l$. To first order the flux difference is $rd_d$, independent of width, and a constant bias cannot distinguish a wide terrace from a narrow one.
- For a strong barrier, $l\ll d_d\ll x_s$ and $d_a=0$, each step lives off the terrace in front and $B\approx r$. Disturbances with a period of a few steps then evolve within a few layers; long waves remain slow.
- For $l\gg x_s$, $N$ grows as $e^{\lambda}$ and $B$ falls as $e^{-2l/x_s}$. The two edges no longer share the same adatoms.

At low adatom coverage, equally slow attachment at both edges neither equalizes nor bunches. If $d_a=d_d$ and all lengths are well below $x_s$, then $f_a=f_d=rl/2$ and $\dot l_n=(r/2)(l_{n+1}-l_{n-1})$. On a closed ring $\sum_n l_n\dot l_n$ cancels term by term, so the spread of widths is conserved while the pattern travels.

## Step repulsion sets the bunching scale

Let neighbouring steps repel with energy $G/l^2$ per unit length. Advancing step $n$ lengthens the terrace behind and shortens the one in front. The energy per added atom is

$$\mu_n=2G\Omega\left(\frac1{l_n^3}-\frac1{l_{n-1}^3}\right)\approx-\frac{6G\Omega}{l^4}(1-e^{-iq})\,\delta l_n ,$$

and the equilibrium density at that step becomes $c_{eq}(1+\mu_n/kT)$. For $l\ll x_s$, the resulting flux from step $n$ to step $n+1$ is

$$J_n=\frac{Dc_{eq}}{kTL}(\mu_n-\mu_{n+1})=\frac{Dc_{eq}}{kTL}(1-e^{iq})\mu_n .$$

It changes the velocity by $\delta v_n=\Omega(J_{n-1}-J_n)=\Omega(e^{-iq}-1)J_n$ and the width by $\delta\dot l_n=(e^{iq}-1)\delta v_n$. The four phase factors form two pairs, each equal to $2(1-\cos q)$. Write $R_0=\Omega c_{eq}/\tau$ for the loss rate without incident flux, so that $\Omega Dc_{eq}=R_0x_s^2$. With $s=1-\cos q$,

$$\mathrm{Re}\,\omega=-Bs-Ks^2,\qquad K=\frac{24R_0x_s^2G\Omega}{kT\,L\,l^4}.$$

Repulsion assists equalization in growth. In sublimation it stabilizes modes with $s>|B|/K$, while longer waves remain unstable. This neglects a small damping through desorption, $-12R_0G\Omega\,s/(kT\,l^3)$ for long waves, which stabilizes them too once $|B|<12R_0G\Omega/(kT\,l^3)$; in the example below that needs a net loss under about $10^{-4}R_0$. The fastest bunching rate is $B^2/4K$, at $s=|B|/2K$, provided $|B|/K\le4$. Beyond that, alternate terraces close first, with $s=2$ and rate $2|B|-4K$.

## How large: a hot silicon surface

Take rough values in the regime of vicinal Si(111) at 1500 K: $kT=0.1293$ eV, $a=0.384$ nm, $\Omega=0.0638$ nm², $l=200$ nm, $x_s=10$ µm, $R_0=1$ bilayer/s and $G=0.04$ eV nm. The barrier is set to 0.3 eV, with $d_a=0$. Then

$$d_d=0.384\,(e^{0.3/0.1293}-1)\ \text{nm}=3.53\ \text{nm}.$$

Compare sublimation without flux, $r=-1$ bilayer/s, with growth at twice the equilibrium flux, $r=+1$ bilayer/s. Temperature and all other parameters are held fixed. The rates below are for the limit of low adatom coverage $\Omega c_{eq}$; the correction for moving steps, given later, can be large.

The ascending edge handles 50.9% of the exchange. Now widen one terrace to 220 nm, without repulsion. In growth its width changes at

$$-r\left[\frac{220\times3.527}{223.527}-\frac{200\times3.527}{203.527}\right]\text{nm}=-5.5\times10^{-3}\ \text{nm/s},$$

although both bounding steps advance at about 210 nm/s. In sublimation both velocities reverse and the width grows at $5.5\times10^{-3}$ nm/s. The effect is a small difference between large velocities.

For small disturbances,

$$|B|=(3.527/203.527)^2\ \text{s}^{-1}=3.0\times10^{-4}\ \text{s}^{-1},$$
$$K=\frac{24\times10^8\times0.04\times0.0638}{0.1293\times203.5\times200^4}\ \text{s}^{-1}=1.46\times10^{-4}\ \text{s}^{-1}.$$

Thus $|B|/K=2.06$. Every mode is unstable in sublimation, but the two-step mode barely so, at $1.8\times10^{-5}$ s⁻¹. The fastest mode has a period of 3.9 steps and a rate of $1.55\times10^{-4}$ s⁻¹. Its amplitude grows by a factor $e$ in 1.8 h, while 2.0 µm of material is lost. In growth a four-step disturbance decays at $4.5\times10^{-4}$ s⁻¹.

The result is very sensitive to the barrier. At 0.2 eV the $e$-folding time is 66 h; at 0.4 eV it is 0.11 h. Where $|B|/K\le4$ and $d_d\ll l$, the fastest rate varies as $d_d^4$, and $d_d$ is nearly exponential in $E/kT$. At 0.4 eV the fastest mode has reached the two-step limit.

The full nonlinear width law gives the same pattern in a model train of 20 steps with mean width 1, $d_d=1$, $d_a=0$ and no repulsion. The initial spread is 0.056. Growth reduces it to 0.0012 after 200 layers. Sublimation from the same start shrinks one terrace to 0.05 after 5.0 layers. Moving the barrier to the ascending edge interchanges the two outcomes.

## What can overrule the barrier

**Electromigration.** Let a force $\phi kT$ act on adatoms towards $+x$. At leading order, for $l\ll x_s$ and $d_a=0$, it drives a uniform flux $J$, with $c'\approx\phi c_{eq}-J/D$. The descending edge requires $c(l)-c_{eq}=Jd_d/D$, which gives $J=D\phi c_{eq}l/(l+d_d)$. This flux adds to $f_d$ and subtracts from $f_a$, so $B$ changes by

$$-2\Omega\frac{dJ}{dl}=-\frac{2R_0x_s^2\phi d_d}{(l+d_d)^2}.$$

Relative to the barrier term, of size $R_0d_d^2/(l+d_d)^2$, its magnitude is $2|\phi|x_s^2/d_d$. A field of 5 V/cm acting on an effective charge of $0.1e$ gives a ratio of 22. In this model a downhill force promotes bunching and an uphill force opposes it for either sign of $r$, provided $d_d\gg|r|l^3/(6R_0x_s^2)$, here 0.013 nm. For a smaller $d_d$ a further change of $B$ by $-r\phi l/3$, which follows the sign of $r$, takes over. On real Si(111) the current direction that causes bunching reverses between temperature ranges, which this model does not reproduce.

**Meandering.** Equal widths do not imply straight steps. Displace all steps together by $\zeta\cos ky$, with $y$ along the steps. The adatom profile shifts with them, and in growth it is higher at the descending edge by $u(l)$. The current along $y$, integrated over the terrace, is $Du(l)\,\partial_y(\zeta\cos ky)$; its convergence feeds the protruding parts at a relative rate $\Omega Du(l)k^2$. Step stiffness $\tilde\gamma$ raises the equilibrium density at a protrusion by the fraction $\Gamma k^2\zeta$, with $\Gamma=\Omega\tilde\gamma/kT$. The excess leaves by diffusion along the terrace and by desorption. For long waves,

$$\omega_m=\Omega Du(l)k^2-R_0x_s^2l\,\Gamma k^2\left(k^2+\frac1{x_s^2}\right).$$

With $\tilde\gamma=0.3$ eV/nm, the fastest meander in growth has a wavelength of 27 µm and a rate of $8.5\times10^{-6}$ s⁻¹, far slower than the four-step equalization. These values hold at low coverage; at $\Omega c_{eq}=0.1$ the motion of the steps changes them to 31 µm and $5.2\times10^{-6}$ s⁻¹. In sublimation $u(l)$ is negative and this mode decays. The barrier therefore exchanges one instability for another.

**Moving steps and islands.** A moving step sweeps up adatoms on one side and leaves new terrace to be filled on the other. For an adatom coverage $\theta=\Omega c_{eq}=0.1$, $D=R_0x_s^2/\theta=10^9$ nm²/s. With ideal edges the time-dependent diffusion problem then gives a four-step mode rate of only $-6.7\times10^{-6}$ s⁻¹ in both processes. A barrier makes the effect much larger, because it hinders the filling of the new terrace. For $d_a=0$ and $d_d\ll l\ll x_s$, the leading addition to $\mathrm{Re}\,\omega$ is $-r\theta(d_d/l)s^2$. It has the same sign as the barrier term, and for a four-step mode it exceeds that term once $\theta>d_d/l$, here 0.018. At $\theta=0.1$ the full problem gives four-step rates of $-2.1\times10^{-3}$ s⁻¹ in growth and $+1.8\times10^{-3}$ s⁻¹ in sublimation, and the two-step mode bunches fastest, at $6.8\times10^{-3}$ s⁻¹. At $\theta=10^{-3}$ the fastest bunching rate is only about 13% above the low-coverage value. The contrast between growth and sublimation survives, but the rates depend on coverage, and for short waves the contrast no longer singles out the descending edge. For general edges the leading term is $-r\theta\,[(d_a+d_d)/l]\,s^2$, which is even under exchange of the edges. At $\theta=0.1$, equal kinetic lengths of 3.53 nm give four-step rates of $-3.3\times10^{-3}$ s⁻¹ in growth and $+3.0\times10^{-3}$ s⁻¹ in sublimation, with long waves weakly unstable in growth. The same barrier placed at the ascending edge gives $-1.5\times10^{-3}$ and $+1.2\times10^{-3}$ s⁻¹; only long waves then keep the sign of $r(d_d-d_a)$. The largest supersaturation in growth is $5.2\times10^{-5}$. Taking the line tension equal to $\tilde\gamma$, the critical island radius is $\Gamma/(5.2\times10^{-5})\approx2.9$ µm, much wider than a terrace, so islands should not interrupt step flow here.

## Reading the result for a real surface

The temperature, loss rate and terrace width are plausible for hot Si(111), but the barrier there is poorly known and the calculated times are estimates for a model at low adatom coverage. The adatom coverage of hot Si(111) is reported to be of order 0.1 or more. At a coverage near 0.1, short-wave bunching would be much faster, and it would occur in sublimation with slow attachment at either edge. The hot growth case serves to isolate the change of sign; at lower temperature desorption is far weaker. Direct-current heating breaks the assumption of no drift: it adds a bias some 22 times the low-coverage barrier term for the values above, or about 3 times the drift-free four-step rate (without repulsion) at a coverage of 0.1. Bunching on such a sample, especially if it depends on current direction, is not by itself evidence for an Ehrlich–Schwoebel barrier.

These relations suggest four measures, each within its regime and at low adatom coverage.

- Heat by radiation or alternating current if the barrier effect is to be isolated or directional drift avoided.
- During a hot anneal, supply a flux close to $c_{eq}/\tau$. At fixed temperature $B$ falls in proportion to the net loss, while $K$ does not. Where $|B|/K\le4$, halving the net loss cuts the fastest bunching rate to a quarter (at a coverage of 0.1, only to about 0.46 of its value).
- Choose the miscut with $|B|/K$ in view. For $d_d\ll l\ll x_s$, $|B|$ varies as $l^{-2}$ and $K$ as $l^{-5}$. The fastest bunching rate is then proportional to $l$ while $|B|/K\le4$, so a larger miscut helps. On much wider terraces repulsion is negligible and the rate falls as $l^{-2}$.
- Use net step-flow growth to even out widths, but allow for long waves. Their damping rate is about $Bq^2/2$, so wide bunches recover slowly. Stop before meanders develop, and keep the supersaturation low enough to avoid islands.

The numerical output lists the remaining values for the three barriers and the model trains.

## Numbers as computed

```
EXAMPLE INPUTS (rough, Si(111) regime)
temperature 1500 K, kT 0.1293 eV
cubic lattice constant 0.543 nm
hop length 0.384 nm, bilayer 0.314 nm
area per atom 0.0638 nm^2
terrace width 200 nm, miscut 0.090 degree
desorption length 10 um
sublimation rate 1.0 bilayer/s
step repulsion G 0.04 eV nm
step stiffness 0.30 eV/nm
adatom coverage Omega*c_eq 0.10
BARRIER AND STEP VELOCITIES
barrier 0.3 eV: kinetic length 3.527 nm
share through ascending edge 50.87 percent
one terrace widened to 220 nm, no repulsion:
growth: rear step 209.9946 nm/s
growth: front step 209.9891 nm/s
growth: width change -5.467e-03 nm/s
sublimation: rear step -209.9946 nm/s
sublimation: front step -209.9891 nm/s
sublimation: width change 5.467e-03 nm/s
MODE RATES
bias |B| 3.002e-04 1/s
repulsion K 1.456e-04 1/s, |B|/K 2.062
wavelength 4 steps: growth -4.458e-04 1/s
wavelength 4 steps: sublimation 1.546e-04 1/s
wavelength 2 steps: growth -1.183e-03 1/s
wavelength 2 steps: sublimation 1.804e-05 1/s
barrier 0.2 eV: fastest bunching 4.198e-06 1/s
  period 10.65 steps, e-fold 66.17 h
barrier 0.3 eV: fastest bunching 1.548e-04 1/s
  period 3.92 steps, e-fold 1.80 h
barrier 0.4 eV: fastest bunching 2.455e-03 1/s
  period 2.00 steps, e-fold 0.11 h
material lost per e-fold at 0.3 eV: 2.03 um
NEGLECTED EFFECTS
DC field 5 V/cm, effective charge 0.1 e
electromigration bias / barrier bias 21.9
step Peclet number 4.00e-05
moving-step rate, 4 steps, growth -6.67e-06 1/s
moving-step rate, 4 steps, sublimation -6.67e-06 1/s
largest growth supersaturation 5.17e-05
meander wavelength 27.2 um
meander rate in growth 8.47e-06 1/s
NONLINEAR MODEL (20 steps, mean width 1, d_desc 1)
initial width spread 0.0563
growth: spread 0.00116 after 200 layers
sublimation: spread 0.507
  a terrace falls to 0.05 after 5.0 layers
equal kinetic lengths: spread 0.0563
reversed barrier, growth: spread 0.643
reversed, sublimation: spread 0.00116
```
